# The Koelling-Harmon scalar-relativistic equation and its exactness for s1/2 states: test program

```python
"""
Result under test: eliminating the small component f of the radial Dirac pair
and dropping the spin-orbit term gives the Koelling-Harmon scalar equation
  -(1/r^2) (r^2 g'/B)' + l(l+1) g/(B r^2) + V g = E g,  B = 1 + (E-V)/c^2,
which is exact for s1/2 states (kappa = -1) in a given spherical potential V.
Rydberg units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha; lengths in bohr.
g, f: large and small radial functions; phi = g'/(c B): scalar small function.
E excludes the rest energy c^2/2.  kappa = -(l+1) or l for j = l+1/2 or l-1/2.
The scalar equation is solved by finite elements in ln r; the Dirac pair is
solved by shooting, or its energies are taken from the closed Coulomb formula.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

C = 2.0 / constants.fine_structure
RY_EV = constants.value("Rydberg constant times hc in eV")


# ---------- symbolic elimination of the small component ----------
def check_elimination():
    r, c, k, E = sp.symbols("r c kappa E")
    g, V = sp.Function("g")(r), sp.Function("V")(r)
    B = 1 + (E - V) / c**2
    f = (g.diff(r) + (1 + k) * g / r) / (c * B)
    dirac = -c * (f.diff(r) + (1 - k) * f / r) + (V - E) * g
    scalar = (-(r**2 * g.diff(r) / B).diff(r) / r**2
              + k * (k + 1) * g / (B * r**2) + (V - E) * g)
    expanded = (-(g.diff(r, 2) + 2 * g.diff(r) / r
                  - k * (k + 1) * g / r**2) / B
                - V.diff(r) * g.diff(r) / (c**2 * B**2) + (V - E) * g)
    spin_orbit = -(1 + k) * V.diff(r) * g / (c**2 * B**2 * r)
    assert sp.simplify(dirac - scalar - spin_orbit) == 0
    assert sp.simplify(scalar - expanded) == 0


# ---------- sigma.L from explicit angular momentum matrices ----------
def check_spin_angle():
    for l in range(1, 4):
        m = np.arange(-l, l + 1)
        lz = np.diag(m.astype(float))
        raising = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1)), -1)
        sl = np.block([[lz, raising.T], [raising, -lz]])
        kappas = [-(l + 1)] * (2 * l + 2) + [l] * (2 * l)
        expected = np.sort([-(1 + k) for k in kappas])
        assert np.allclose(np.linalg.eigvalsh(sl), expected, atol=1e-11)
        assert abs(np.trace(sl)) < 1e-11
        assert abs(np.trace(sl @ sl) / (4 * l + 2) - l * (l + 1)) < 1e-11


# ---------- potentials: each returns V and dV/dr ----------
def coulomb(Z):
    return lambda r: (-2 * Z / r, 2 * Z / r**2)


def screened(Z, a):
    def potential(r):
        s = (Z - 1) * np.exp(-r / a)
        return -2 * (1 + s) / r, 2 * (1 + s) / r**2 + 2 * s / (a * r)
    return potential


# ---------- scalar equation: spectral finite elements in x = ln r ----------
def lobatto(n):
    pn = legendre.Legendre.basis(n)
    t = np.concatenate(([-1.0], np.sort(pn.deriv().roots().real), [1.0]))
    p = pn(t)
    weights = 2 / (n * (n + 1) * p**2)
    diff = t[:, None] - t[None, :]
    np.fill_diagonal(diff, 1.0)
    D = p[:, None] / p[None, :] / diff
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    return t, weights, D


ORDER, ELEMENTS = 12, 30
NODES, WEIGHTS, DERIV = lobatto(ORDER)


def scalar_state(potential, Z, l, index, c=C):
    """Bound state number index (0 = lowest) of the scalar equation."""
    edges = np.linspace(np.log(1e-8 / Z), np.log(160 / Z), ELEMENTS + 1)
    h = edges[1] - edges[0]
    r = np.exp(edges[:-1, None] + h * (NODES + 1) / 2)
    w = np.tile(WEIGHTS * h / 2, (ELEMENTS, 1))
    D = DERIV * 2 / h
    ids = np.arange(ELEMENTS)[:, None] * ORDER + np.arange(ORDER + 1)
    size = ELEMENTS * ORDER + 1
    V, dV = potential(r)
    ll = l * (l + 1)
    shift = 1.5 * Z**2
    mass = np.zeros(size)
    np.add.at(mass, ids, w * r**3)
    mass = mass[:-1]                      # g = 0 at the outer end
    E = -Z**2 / (index + l + 1) ** 2
    for _ in range(30):
        B = 1 + (E - V) / c**2
        A = np.zeros((size, size))
        for e in range(ELEMENTS):
            A[np.ix_(ids[e], ids[e])] += D.T @ ((w[e] * r[e] / B[e])[:, None] * D)
        local = np.zeros(size)
        np.add.at(local, ids, w * (ll * r / B + r**3 * (V + shift)))
        A = (A + np.diag(local))[:-1, :-1]
        d = 1 / np.sqrt(np.diag(A))       # scaling keeps A well conditioned
        top = size - 2 - index
        mu, U = eigh(np.diag(mass * d**2), A * np.outer(d, d),
                     subset_by_index=[top, top])
        g = np.append(d * U[:, 0], 0.0)[ids]
        gx = g @ D.T
        large = np.sum(w * r**3 * g**2)
        small = np.sum(w * r * (gx / (c * B)) ** 2)
        angular = ll * np.sum(w * r * (g / (c * B)) ** 2)
        step = (1 / mu[0] - shift - E) / (1 + (small + angular) / large)
        E += step
        if abs(step) < 1e-10 * abs(E):
            break
    else:
        raise RuntimeError("energy iteration did not converge")
    norm = large + small + angular
    zeta = np.sum(w * r**2 * dV * (g / (c * B)) ** 2) / norm
    return dict(E=E, share=small / norm, zeta=zeta, norm=norm, r=r, w=w,
                g=g, gx=gx, phi=gx / (r * c * B), B=B, ll=ll)


def overlaps(a, b):
    """Large-function overlap and full overlap of two scalar states."""
    r, w = a["r"], a["w"]
    scale = np.sqrt(a["norm"] * b["norm"])
    large = np.sum(w * r**3 * a["g"] * b["g"])
    small = np.sum(w * r**3 * a["phi"] * b["phi"])
    angular = a["ll"] * np.sum(w * r * a["g"] * b["g"] / (C**2 * a["B"] * b["B"]))
    return large / scale, (large + small + angular) / scale


def origin_exponent(state):
    """d ln g / d ln r close to r = 1e-6 bohr."""
    i = np.argmin(abs(np.log(state["r"].ravel() / 1e-6)))
    return state["gx"].ravel()[i] / state["g"].ravel()[i]


# ---------- Dirac equation: closed Coulomb energies and shooting ----------
def dirac_coulomb(Z, n, kappa):
    za = 2 * Z / C
    gamma = np.sqrt(kappa**2 - za**2)
    return C**2 / 2 * (1 / np.sqrt(1 + (za / (n - abs(kappa) + gamma)) ** 2) - 1)


def dirac_shoot(potential, Z, kappa, guess):
    """Energy and small-component share from P = r g and Q = r f."""
    decay = np.sqrt(-guess)
    x_in, x_match, x_out = np.log([1e-9, 2 / decay, 40 / decay])
    gamma = np.sqrt(kappa**2 - (2 * Z / C) ** 2)

    def integrate(E):
        def rhs(x, y):
            r = np.exp(x)
            V = potential(r)[0]
            P, Q = y[0], y[1]
            return [-kappa * P + r * C * (1 + (E - V) / C**2) * Q,
                    kappa * Q - r * (E - V) / C * P, r * P * P, r * Q * Q]
        opts = dict(method="DOP853", rtol=1e-11, atol=1e-12)
        start = [1.0, (gamma + kappa) * C / (2 * Z), 0.0, 0.0]
        inner = solve_ivp(rhs, (x_in, x_match), start, **opts).y[:, -1]
        V = potential(np.exp(x_out))[0]
        B = 1 + (E - V) / C**2
        start = [1.0, -np.sqrt((V - E) * B) / (C * B), 0.0, 0.0]
        outer = solve_ivp(rhs, (x_out, x_match), start, **opts).y[:, -1]
        return inner, outer

    def mismatch(E):
        a, b = integrate(E)
        return (a[0] * b[1] - a[1] * b[0]) / (np.hypot(a[0], a[1])
                                              * np.hypot(b[0], b[1]))

    E = brentq(mismatch, 1.2 * guess, 0.8 * guess, xtol=1e-9, rtol=1e-12)
    a, b = integrate(E)
    ratio = (a[0]**2 + a[1]**2) / (b[0]**2 + b[1]**2)
    large, small = a[2] - ratio * b[2], a[3] - ratio * b[3]
    return E, small / (large + small)


check_elimination()
check_spin_angle()

Z, a = 80, 0.25
print(f"speed of light c = {C:.5f} Rydberg units; 1 Ry = {RY_EV:.6f} eV")
print(f"nuclear charge Z = {Z}; screening length a = {a} bohr")
print(f"coupling 2Z/c = {2 * Z / C:.6f}")

print("POINT CHARGE, energies in Ry")
bare = coulomb(Z)
for n in (1, 2):
    s = scalar_state(bare, Z, 0, n - 1)
    exact = dirac_coulomb(Z, n, -1)
    assert abs(s["E"] / exact - 1) < 1e-8
    print(f"{n}s: scalar {s['E']:.5f}, Dirac formula {exact:.5f}")
    if n == 1:
        share = (1 - np.sqrt(1 - (2 * Z / C) ** 2)) / 2
        assert abs(s["share"] - share) < 1e-7
        print(f"1s small-component share: scalar {s['share']:.6f}, "
              f"Dirac formula {share:.6f}")
        s_exponent = origin_exponent(s)
p = scalar_state(bare, Z, 1, 0)
p1, p3 = dirac_coulomb(Z, 2, 1), dirac_coulomb(Z, 2, -2)
assert p1 < p["E"] < p3
assert min(abs(p["E"] - p1), abs(p["E"] - p3)) > 1e-3 * abs(p["E"])
assert abs(dirac_shoot(bare, Z, 1, p["E"])[0] / p1 - 1) < 1e-8
print(f"2p: scalar {p['E']:.5f}, Dirac 2p1/2 {p1:.5f}, 2p3/2 {p3:.5f}")
for name, l, found in (("s", 0, s_exponent), ("p", 1, origin_exponent(p))):
    predicted = np.sqrt(1 + l * (l + 1) - (2 * Z / C) ** 2) - 1
    assert abs(found - predicted) < 3e-3   # finite r shifts the local slope
    print(f"exponent of g near r = 0, {name}: numerical {found:.4f}, "
          f"formula {predicted:.4f}")
for kappa in (1, -2):
    print(f"Dirac exponent of g, kappa = {kappa}: "
          f"{np.sqrt(kappa**2 - (2 * Z / C)**2) - 1:.4f}")

print("SCREENED MODEL, energies in Ry")
model = screened(Z, a)
s_states = []
for n in (1, 2, 3):
    s = scalar_state(model, Z, 0, n - 1)
    s_states.append(s)
    nonrel = scalar_state(model, Z, 0, n - 1, c=1e8)["E"]
    E, share = dirac_shoot(model, Z, -1, s["E"])
    assert abs(s["E"] / E - 1) < 1e-7
    assert abs(s["share"] - share) < 1e-6
    print(f"{n}s: scalar {s['E']:.5f}, Dirac {E:.5f}, nonrelativistic {nonrel:.5f}")
    print(f"{n}s small-component share: scalar {s['share']:.6f}, Dirac {share:.6f}")
    print(f"{n}s scalar energy in keV: {s['E'] * RY_EV / 1000:.4f}")

p = scalar_state(model, Z, 1, 0)
p1 = dirac_shoot(model, Z, 1, p["E"])[0]
p3 = dirac_shoot(model, Z, -2, p["E"])[0]
assert p1 < p["E"] < p3
assert min(abs(p["E"] - p1), abs(p["E"] - p3)) > 1e-3 * abs(p["E"])
print(f"2p: scalar {p['E']:.5f}, Dirac 2p1/2 {p1:.5f}, 2p3/2 {p3:.5f}")
print(f"2p scalar energy in keV: {p['E'] * RY_EV / 1000:.4f}")
print(f"2p Dirac centroid (weights 2 and 4): {(p1 + 2 * p3) / 3:.5f}")
print(f"2p centroid minus scalar: {(p1 + 2 * p3) / 3 - p['E']:.5f}")
print(f"2p spin-orbit parameter zeta: {p['zeta']:.5f}")
print(f"2p first-order levels: 2p1/2 {p['E'] - 2 * p['zeta']:.5f}, "
      f"2p3/2 {p['E'] + p['zeta']:.5f}")

for name, one, two in (("1s-2s", s_states[0], s_states[1]),
                       ("2p-3p", p, scalar_state(model, Z, 1, 1))):
    large, full = overlaps(one, two)
    assert abs(full) < 1e-7 and abs(large) > 1e-4
    print(f"{name} overlap magnitude: g only {abs(large):.6f}, "
          f"all terms {abs(full):.1e}")

print("WEAKLY RELATIVISTIC POINT CHARGES, 2p, energies in Ry")
gaps = []
for z in (5, 10):
    p = scalar_state(coulomb(z), z, 1, 0)
    p1, p3 = dirac_coulomb(z, 2, 1), dirac_coulomb(z, 2, -2)
    gaps.append((p1 + 2 * p3) / 3 - p["E"])
    assert gaps[-1] < 0
    assert abs(3 * p["zeta"] / (p3 - p1) - 1) < 0.02
    print(f"Z = {z}: splitting {p3 - p1:.7f}, first order {3 * p['zeta']:.7f}")
    print(f"Z = {z}: Dirac centroid minus scalar level {gaps[-1]:.4e}")
power = np.log2(gaps[1] / gaps[0])
assert abs(power - 6) < 0.2               # higher orders shift the local power
print(f"power of Z in centroid difference: {power:.3f} (leading order: 6)")
print("success")
```

Running it gives:

```
speed of light c = 274.07200 Rydberg units; 1 Ry = 13.605693 eV
nuclear charge Z = 80; screening length a = 0.25 bohr
coupling 2Z/c = 0.583788
POINT CHARGE, energies in Ry
1s: scalar -7064.38419, Dirac formula -7064.38419
1s small-component share: scalar 0.094047, Dirac formula 0.094047
2s: scalar -1809.69557, Dirac formula -1809.69557
2p: scalar -1681.69652, Dirac 2p1/2 -1809.69557, 2p3/2 -1635.61499
exponent of g near r = 0, s: numerical -0.1882, formula -0.1881
exponent of g near r = 0, p: numerical 0.6307, formula 0.6307
Dirac exponent of g, kappa = 1: -0.1881
Dirac exponent of g, kappa = -2: 0.9129
SCREENED MODEL, energies in Ry
1s: scalar -6452.52433, Dirac -6452.52433, nonrelativistic -5790.95933
1s small-component share: scalar 0.093786, Dirac 0.093786
1s scalar energy in keV: -87.7911
2s: scalar -1252.67867, Dirac -1252.67867, nonrelativistic -1053.57681
2s small-component share: scalar 0.023175, Dirac 0.023175
2s scalar energy in keV: -17.0436
3s: scalar -311.45917, Dirac -311.45917, nonrelativistic -253.41664
3s small-component share: scalar 0.008642, Dirac 0.008642
3s scalar energy in keV: -4.2376
2p: scalar -1117.47887, Dirac 2p1/2 -1239.29612, 2p3/2 -1073.82206
2p scalar energy in keV: -15.2041
2p Dirac centroid (weights 2 and 4): -1128.98008
2p centroid minus scalar: -11.50121
2p spin-orbit parameter zeta: 47.60496
2p first-order levels: 2p1/2 -1212.68880, 2p3/2 -1069.87390
1s-2s overlap magnitude: g only 0.037901, all terms 5.7e-15
2p-3p overlap magnitude: g only 0.009683, all terms 6.1e-16
WEAKLY RELATIVISTIC POINT CHARGES, 2p, energies in Ry
Z = 5: splitting 0.0020819, first order 0.0020809
Z = 5: Dirac centroid minus scalar level -6.2639e-07
Z = 10: splitting 0.0333933, first order 0.0333327
Z = 10: Dirac centroid minus scalar level -3.9897e-05
power of Z in centroid difference: 5.993 (leading order: 6)
success
```
